\section*{Phonon Suppression Function of a Weakly Absorbing Transient Thermal Grating, part 1}

(Sections cited here and not found follow in the second part.)

\section{A slowly fading grating and the flux of one phonon group}

\textit{Q.} Two crossed laser pulses heat a sample in parallel stripes, and one watches the stripes fade. I am told that the conductivity inferred from the fading drops when phonons fly farther than a stripe is wide. Conductivity is a property of the material, so how can it depend on the stripes?

\textit{A.} Fourier's law assumes that the phonons passing a point were last scattered close by, where the temperature is nearly the local one. If they come from a distance comparable with the stripe spacing, the flux depends on the temperature along their whole path. The ratio of the true flux to the Fourier flux then depends on the spacing, while the material's own parameters stay fixed.

To compute this ratio we need a model. Let $y$ be the coordinate across the stripes, $z$ the depth, and $q=2\pi/L$ the grating wavevector for period $L$. The temperature rise is small, so all equations are linear. The pulses also leave a uniform rise, which by linearity can be treated apart and carries no heat along $y$. For the periodic part I write every quantity as an amplitude times $e^{iqy}$; physical fields are real parts.

The phonons are divided into two classes. Most of the heat sits in a reservoir of phonons with mean free paths much shorter than $1/q$. It has heat capacity $C_R$ per volume, conductivity $k_R$, and temperature amplitude $T$. The second class is one gray group, meaning that all its phonons share one speed $v$ and one lifetime $\tau$, hence one mean free path $\Lambda=v\tau$. Its heat capacity per volume is $C_B$, and its dispersion is isotropic.

\textit{Q.} A phonon flies in three dimensions. Why should one coordinate be enough?

\textit{A.} This is where weak absorption enters. If the light heats the sample uniformly in depth, nothing initially depends on $z$ or on the coordinate along the stripes. Let $\mu$ be the cosine of the angle between the flight direction and the $y$ axis. Motion changes the phonon distribution through the $y$ gradient alone, so it depends on direction through $\mu$ alone. A specular reflection at the surface reverses the $z$ component of the velocity and leaves $\mu$ unchanged, so the depth-uniform solution also satisfies the boundary condition. A diffusely scattering surface would disturb it; I assume specular surfaces, or surfaces too far away to matter.

Let $C_B\varphi(\mu,t)\,d\mu/2$ be the excess energy density of the group in the interval $d\mu$. The factor $1/2$ makes the average over directions
\begin{equation}
\langle f\rangle=\frac12\int_{-1}^{1}f(\mu)\,d\mu
\end{equation}
equal to one for $f=1$. Thus $\varphi$ is a temperature assigned to each direction, and the group's energy density is $C_B\langle\varphi\rangle$. In the relaxation-time approximation,
\begin{equation}
\frac{\partial\varphi}{\partial t}+iqv\mu\,\varphi=\frac{T-\varphi}{\tau}.
\label{group}
\end{equation}
The second term is $v\mu\,\partial\varphi/\partial y$ for the factor $e^{iqy}$. The right side says that scattering drives each direction towards the reservoir temperature. This choice is an assumption of the model: the group scatters mainly off the reservoir.

\textit{Q.} A relaxation term can create or destroy energy. What prevents that?

\textit{A.} Whatever the group gains by scattering, the reservoir must lose. The average of the right side of \eqref{group}, times $C_B$, is the gain, so
\begin{equation}
C_R\frac{dT}{dt}=-k_Rq^2T-\frac{C_B}{\tau}\bigl(T-\langle\varphi\rangle\bigr).
\label{reservoir}
\end{equation}
The first term is ordinary diffusion, since $k_R\,\partial^2/\partial y^2$ becomes $-k_Rq^2$. To see the balance, multiply \eqref{group} by $C_B$, average it, and add \eqref{reservoir}. The exchange terms cancel:
\begin{equation}
\frac{d}{dt}\bigl(C_RT+C_B\langle\varphi\rangle\bigr)=-k_Rq^2T-iqJ_B,
\qquad J_B=C_Bv\langle\mu\varphi\rangle .
\label{energy}
\end{equation}
The total energy changes only through the divergence of the two fluxes.

\textit{Q.} There are still two unknown time dependences. How do you get a conductivity from them?

\textit{A.} Suppose that the grating decays as $e^{-\gamma t}$ with $\gamma\tau\ll1$. In \eqref{group} the time derivative has size $\gamma\varphi$, while the other terms in $\varphi$ combine to $(1+i\mu q\Lambda)\varphi/\tau$, whose modulus is at least $|\varphi|/\tau$. Dropping the time derivative gives
\begin{equation}
\varphi=\frac{T}{1+i\mu x},\qquad x=q\Lambda .
\label{static}
\end{equation}
Multiply numerator and denominator by $1-i\mu x$. The imaginary part is odd in $\mu$ and averages to zero, so
\begin{equation}
\frac{\langle\varphi\rangle}{T}=\int_0^1\frac{d\mu}{1+\mu^2x^2}
=\frac{\arctan x}{x}\equiv a(x).
\label{average}
\end{equation}
The reservoir therefore loses heat to the group at the rate $(C_B/\tau)[1-a(x)]T$ per volume. The dropped time derivative changes this rate by about $(C_B/\tau)\gamma\tau T=\gamma C_BT$ at most. That is small beside the total loss $\gamma C_RT$ because the reservoir holds most of the heat, $C_B\ll C_R$.

To compare this with Fourier's law we need the group's bulk conductivity. For small $x$, \eqref{static} gives $\varphi\approx T(1-i\mu x)$. Since $\langle\mu\rangle=0$ and $\langle\mu^2\rangle=1/3$, the flux is
\begin{equation}
J_B\approx-\frac{i x}{3}C_BvT=-iq\,k_BT,\qquad
k_B=\frac{C_Bv\Lambda}{3}.
\end{equation}
This is Fourier's law, because the gradient of $T$ is $iqT$. With $v=\Lambda/\tau$ we have $k_B=C_B\Lambda^2/(3\tau)$, or
\begin{equation}
\frac{C_B}{\tau}=\frac{3k_B}{\Lambda^2}=\frac{3k_Bq^2}{x^2}.
\label{identity}
\end{equation}
Inserting this into the loss rate yields
\begin{equation}
\frac{C_B}{\tau}\left[1-\frac{\arctan x}{x}\right]T=q^2k_BA(x)\,T,
\qquad
A(x)=\frac{3}{x^2}\left[1-\frac{\arctan x}{x}\right].
\label{A}
\end{equation}
A purely diffusive group would give $q^2k_BT$. The factor $A$ is therefore the suppression of this group's contribution. With \eqref{reservoir} the decay rate becomes
\begin{equation}
\gamma\simeq\frac{q^2\,[k_R+k_BA(x)]}{C_R}.
\label{simple}
\end{equation}

\textit{Q.} You computed an exchange of energy between two kinds of phonon. A conductivity should come from a flux. Are the two the same?

\textit{A.} They are when the decay is slow and the group holds little of the heat. Its stored energy then changes at a rate of at most about $\gamma C_BT$, a small part of the total loss $\gamma C_RT$, so to this accuracy the group carries away what it receives. Slow decay alone would not suffice, since a group holding much of the heat would also supply much of the energy that is lost. The flux can also be found directly. From \eqref{static}, the part of $\mu\varphi$ that is even in $\mu$ is $-i\mu^2xT/(1+\mu^2x^2)$, so
\begin{align}
J_B&=-ixC_BvT\int_0^1\frac{\mu^2\,d\mu}{1+\mu^2x^2}\nonumber\\
&=-\frac{i}{x}C_BvT\int_0^1\left[1-\frac{1}{1+\mu^2x^2}\right]d\mu
=-\frac{i}{x}C_BvT\,[1-a(x)].
\end{align}
The definition of $A$ gives $1-a=x^2A/3$. Hence $J_B=-ixC_BvTA/3=-iqk_BA\,T$, and $iqJ_B=q^2k_BA\,T$, as before. The first line also supplies the form
\begin{equation}
A(x)=3\int_0^1\frac{\mu^2\,d\mu}{1+\mu^2x^2}.
\label{integral}
\end{equation}
The integrand is positive for $\mu>0$ and decreases as $x$ grows, so $A$ is positive and decreases with $x$.

\textit{Q.} Complex amplitudes hide the flying phonons. Can I see the suppression in real space?

\textit{A.} A phonon passing $y$ in direction $\mu$ was last scattered a distance $\ell$ back along its path, at $y-\mu\ell$. The probability density of $\ell$ is $e^{-\ell/\Lambda}/\Lambda$. For a temperature $T\cos(qy)$, and with $u=\ell/\Lambda$, the directional temperature is
\begin{align}
\varphi(y,\mu)&=T\int_0^\infty e^{-u}\cos(qy-\mu xu)\,du\nonumber\\
&=T\,\frac{\cos(qy)+\mu x\sin(qy)}{1+\mu^2x^2}.
\end{align}
Here I expanded the cosine of the difference and used $\int_0^\infty e^{-u}\cos(bu)\,du=1/(1+b^2)$ and $\int_0^\infty e^{-u}\sin(bu)\,du=b/(1+b^2)$ with $b=\mu x$. Only the sine term is odd in $\mu$, so it alone contributes to the flux:
\begin{equation}
C_Bv\langle\mu\varphi\rangle
=C_BvxT\sin(qy)\int_0^1\frac{\mu^2\,d\mu}{1+\mu^2x^2}
=k_BA(x)\,qT\sin(qy).
\end{equation}
The Fourier flux is $-k_B\,\partial_y[T\cos(qy)]=k_BqT\sin(qy)$, so the ratio is $A$. When $|\mu|x$ is large, the phonons in a given direction come from many hot and cold stripes. The average over these stripes is nearly zero, and little temperature contrast is left to drive a flux.

\textit{Q.} How does the crossover look at its two ends?

\textit{A.} For small $x$, insert $\arctan x=x-x^3/3+x^5/5-x^7/7+\cdots$ into \eqref{A}:
\begin{equation}
A=\frac{3}{x^2}\left[\frac{x^2}{3}-\frac{x^4}{5}+\frac{x^6}{7}-\cdots\right]
=1-\frac{3x^2}{5}+\frac{3x^4}{7}-\cdots .
\label{small}
\end{equation}
For large $x$, $\arctan x\to\pi/2$, and
\begin{equation}
A\simeq\frac{3}{x^2}\left(1-\frac{\pi}{2x}\right).
\end{equation}
The product $q^2k_BA$ then tends to $3k_B/\Lambda^2=C_B/\tau$. The loss per degree no longer depends on the period. The group's temperature is almost uniform, and the reservoir loses contrast as fast as scattering exchanges energy with this uniform background. A numerical solution of $A=1/2$ gives $x=1.37$, or $L=4.57\,\Lambda$. Suppression is therefore already strong when the period is several mean free paths.

\textit{Q.} No sample absorbs uniformly to infinite depth. How weak must the absorption be?

\textit{A.} Take a profile $e^{-z/\delta}$ and consider first the interior, away from the surface. The gradient now acts as multiplication by the vector $\mathbf K$ with components $K_y=iq$, $K_z=-1/\delta$. In place of \eqref{static},
\begin{equation}
\varphi=\frac{T}{1+\Lambda\,\mathbf n\cdot\mathbf K}
=\frac{T}{1+i\mu x-n_z\Lambda/\delta},
\end{equation}
where $\mathbf n$ is the flight direction. We need $\Lambda<\delta$; otherwise the sum over emission points diverges for phonons flying steeply downward, whose paths lead back up into the ever hotter extrapolated profile.

The average now runs over the full sphere. Odd powers of $\mathbf n\cdot\mathbf K$ average to zero. For a real vector, rotation symmetry gives $\langle(\mathbf n\cdot\mathbf K)^{2m}\rangle=(\mathbf K\cdot\mathbf K)^m/(2m+1)$. Both sides are polynomials in the components, so this also holds for complex $\mathbf K$. Here $\mathbf K\cdot\mathbf K=-(q^2-1/\delta^2)$. For small $\Lambda$,
\begin{equation}
\frac{\langle\varphi\rangle}{T}=\sum_{m=0}^{\infty}\frac{(-X^2)^m}{2m+1}
=\frac{\arctan X}{X},\qquad
X^2=x^2-\frac{\Lambda^2}{\delta^2}.
\end{equation}
As $\Lambda$ grows towards $\delta$, the denominator of $\varphi$ keeps a positive real part and $X^2$ stays above $-1$. Both sides remain analytic, so the equality persists. Since $C_B/\tau=3k_B/\Lambda^2$, the loss is
\begin{equation}
\frac{C_B}{\tau}\left[1-a(X)\right]
=\frac{k_BX^2}{\Lambda^2}A(X)
=\left(q^2-\frac1{\delta^2}\right)k_BA(X).
\end{equation}
The reservoir's $k_Rq^2$ changes by the same prefactor. The interior correction is small if $q\delta\gg1$.

\textit{Q.} The interior then fades more slowly. Does the missing loss appear elsewhere?

\textit{A.} Heat flows inward from the hotter surface region and feeds the interior. Integrate the equations over depth for an insulating, specular surface. The motion along $z$ leaves a surface term proportional to $n_z\varphi$ at $z=0$. Specular reflection makes $\varphi$ there even in $n_z$, so this term vanishes on averaging over azimuth at fixed $\mu$. The depth-integrated amplitudes therefore obey \eqref{group} and \eqref{reservoir} for any $\delta$. Weak absorption is needed when the probe senses a particular depth; a probe that weights all depths equally sees the one-dimensional decay in this model.

For slow decay and a gray group holding little of the heat, the group's contribution to the conductivity is reduced by the factor $A(x)$, which falls as the mean free path grows relative to the grating period. It remains to treat the finite decay rate and a wholly gray medium, and to work through a numerical example.
